# Photoconductive gain with one mobile carrier and ohmic contacts, part 2

A photoconducting bar has length \(L\), cross-section \(A\) and a fixed voltage \(V\) between its end faces. Evenly absorbed light creates \(g\) electron-hole pairs per unit volume and time, one pair per photon. Each hole is trapped at once and recombines after a mean time \(\tau\). The gain \(G\) is the number of extra electrons through the external circuit per absorbed photon, with the dark current subtracted.

The algebra is in atomic units: the elementary charge is 1, and \(\varepsilon=\kappa/4\pi\) with relative permittivity \(\kappa\). Electrons with mobility \(\mu\) drift at speed \(\mu E\) from the cathode at \(x=0\) to the anode at \(x=L\). \(E\) is the force on an electron towards the anode. The densities are \(n\) for mobile electrons, \(n_0\) for their dark value and for the fixed donors, \(p\) for trapped holes and \(\Delta n\) for extra electrons. \(D\) is the electron diffusion coefficient. The ohmic contacts are electron-rich reservoirs.

Part (a) used the hole balance and Poisson's equation, with net charge density \(\rho=n_0+p-n\):

\[
\frac{\partial p}{\partial t}=g-\frac{p}{\tau},\qquad
\frac{\partial E}{\partial x}=-\frac{\rho}{\varepsilon}.
\]

For a neutral bar, with transit time \(t_{\rm tr}\) and dielectric relaxation time \(t_{\rm rel}\), the results were

\[
\Delta n=p=g\tau,\qquad G=\frac{\tau}{t_{\rm tr}},\qquad t_{\rm tr}=\frac{L^2}{\mu V},\qquad t_{\rm rel}=\frac{\varepsilon}{n_0\mu}.
\]

Neutrality requires \(t_{\rm rel}\ll t_{\rm tr}\) and a Debye length \(\sqrt{Dt_{\rm rel}}\) far below \(L\).

The numerical output at the end also lists random-draw checks of parts (c) and (d) at three values of \(\tau/t_{\rm tr}\). "Reinjected" is the mean number of arrivals at the anode per photon when the cathode replaces each electron that leaves. "Single pass" is the mean charge per photon, in electrons, when it does not.

### (e) Modulated light

*The generation rate is \(g_0+g_1\cos\omega t\). How does the gain for the modulated part depend on \(\omega\), and what is the product of gain and bandwidth?*

**Solution.** The hole balance is linear, so the modulated part can be treated alone. Write it as the real part of \(p_1e^{i\omega t}\). Then

\[
i\omega p_1=g_1-\frac{p_1}{\tau}
\quad\Longrightarrow\quad
p_1=\frac{g_1\tau}{1+i\omega\tau}.
\]

If \(\omega t_{\rm rel}\ll1\), the electrons restore neutrality well within one period, and the extra electron density follows \(p\). The current amplitude is then \(A\mu E|p_1|\). Division by the amplitude \(g_1AL\) of the photon rate gives

\[
|G(\omega)|=\frac{G}{\sqrt{1+\omega^2\tau^2}} .
\]

A direct time integration of the hole balance gave relative amplitudes of 0.7071 at \(\omega\tau=1\) and 0.3162 at \(\omega\tau=3\), in agreement with \(1/\sqrt2\) and \(1/\sqrt{10}\).

The bandwidth \(B\) is the frequency at which the square of the current amplitude has fallen to half. This happens at \(\omega\tau=1\), so \(B=1/(2\pi\tau)\) and

\[
GB=\frac{\tau}{t_{\rm tr}}\,\frac{1}{2\pi\tau}=\frac{1}{2\pi t_{\rm tr}} .
\]

At fixed length, voltage and mobility, a longer lifetime raises the gain and lowers the bandwidth by the same factor. A shorter transit time improves the product. The formula itself assumes that \(t_{\rm tr}\) stays far above \(t_{\rm rel}\); part (f) treats the gain outside this range.

### (f) When space charge is no longer small

*Drop the assumption of neutrality, but neglect diffusion. How does the gain change as \(t_{\rm tr}/t_{\rm rel}\) becomes smaller, if \(\tau\) stays constant?*

**Solution.** Let \(N=n_0+p\) be the density of fixed positive charge. Poisson's equation from part (a), with \(\rho=N-n\), gives \(n=N+\varepsilon\,dE/dx\). The current density is therefore

\[
J=\mu E\left(N+\varepsilon\frac{dE}{dx}\right).
\]

An electron-rich cathode can deliver a finite current with a vanishing field, so the boundary condition is \(E(0)=0\). The voltage condition is \(\int_0^LE\,dx=V\).

A small amount of light raises \(N\) by \(g\tau\) and \(J\) by \((\partial J/\partial N)g\tau\). The gain is the rise in \(J\) divided by \(gL\). Dividing this by \(\tau/t_{\rm tr}=\mu\tau V/L^2\) gives the factor

\[
f=\frac{L}{\mu V}\frac{\partial J}{\partial N}.
\]

Introduce \(x=L\xi\), \(E=(V/L)\,\eta\), \(N=(\varepsilon V/L^2)\,m\) and \(J=(\varepsilon\mu V^2/L^3)\,j\). Then \(m=NL^2/(\varepsilon V)\) is the transit time divided by the relaxation time for the density \(N\), and \(f=dj/dm\). The problem becomes

\[
j=\eta\,(m+\eta'),\qquad \eta(0)=0,\qquad \int_0^1\eta\,d\xi=1 .
\]

Solving for the derivative gives \(d\xi=\eta\,d\eta/(j-m\eta)\). With \(s=m\eta/j\), this is

\[
d\xi=\frac{j}{m^2}\frac{s\,ds}{1-s},\qquad
\eta\,d\xi=\frac{j^2}{m^3}\frac{s^2\,ds}{1-s}.
\]

Let \(s_1\) be the value of \(s\) at the anode and \(a=-\ln(1-s_1)\). Since \(s/(1-s)=1/(1-s)-1\) and \(s^2/(1-s)=1/(1-s)-1-s\), the conditions on length and voltage are

\[
1=\frac{j}{m^2}(a-s_1),\qquad
1=\frac{j^2}{m^3}\left(a-s_1-\tfrac12s_1^2\right).
\]

*Large \(m\).* Here \(a\) is large and \(1-s_1=e^{-a}\) is exponentially small, so \(s_1\) can be replaced by 1. With \(b=a-1\), the first condition gives \(j=m^2/b\), and the second becomes \(b^2=m(b-\tfrac12)\). In terms of \(w=1/b\) this is \(w^2-2w+2/m=0\). The root that goes to zero for large \(m\) is

\[
w=1-\sqrt{1-2/m}=\frac1m+\frac1{2m^2}+\frac1{2m^3}+\dots
\]

Hence

\[
j=m^2w=m+\frac12+\frac1{2m}+\dots,\qquad
f=\frac{dj}{dm}=1-\frac{1}{2m^2}+\dots
\]

The term \(\tfrac12\) is current carried by injected electrons that have no positive partner. It raises the dark current by the fraction \(1/(2m)\), but it does not depend on \(N\) and so cancels when the dark current is subtracted. The gain is less sensitive to space charge than the current is.

*Small \(m\).* For \(m=0\), the equation \(\eta\eta'=j\) gives \(\eta=\sqrt{2j\xi}\). Add a correction \(h\) of first order in \(m\). The first-order terms of \(\eta\eta'=j-m\eta\) are

\[
\frac{d}{d\xi}\left(\sqrt{2j\xi}\;h\right)=-m\sqrt{2j\xi}
\quad\Longrightarrow\quad h=-\tfrac23m\xi .
\]

The voltage condition is now \(\tfrac23\sqrt{2j}-\tfrac13m=1\), so

\[
j=\frac98\left(1+\frac m3\right)^2=\frac98+\frac34m+\dots,\qquad f\to\frac34 .
\]

The terms beyond first order are not reliable here and have been dropped. In this limit the extra electrons no longer match the extra holes. The total electron number is proportional to \(\int(m+\eta')\,d\xi=m+\eta(1)\). With \(\sqrt{2j}=\tfrac32+\tfrac12m\), it equals \(\tfrac32+\tfrac56m\), so each added hole brings in five sixths of an electron.

Numerical quadrature of the two conditions gave \(f=0.75116\) at \(m=0.01\) and \(f=0.99979\) at \(m=50\), which confirms both limits. At \(m=1\), between them, it gave 0.84. Within this model, the simple formula overestimates the gain by at most about one third at these three points. A real lifetime would also change, because the electron density is then far from uniform.

### (g) A cadmium sulfide crystal

*Evaluate the gain, currents and bandwidth for a cadmium sulfide crystal at 300 K. It is 100 µm long between contacts, 1 mm wide and 20 µm thick, with 2.0 V applied. Take \(\mu=300\ \mathrm{cm^2/Vs}\), \(\tau=1.0\) ms, \(n_0=1.0\times10^{14}\ \mathrm{cm^{-3}}\), \(\kappa=9.0\) and \(g=1.0\times10^{15}\ \mathrm{cm^{-3}\,s^{-1}}\) at a wavelength of 520 nm.*

**Solution.** The material values are rough. The field is \(2.0\ \mathrm V/0.0100\ \mathrm{cm}=200\) V/cm, and the drift speed is \(300\times200=6.00\times10^4\) cm/s. The transit time and gain are

\[
t_{\rm tr}=\frac{0.0100\ \mathrm{cm}}{6.00\times10^4\ \mathrm{cm/s}}=166.7\ \mathrm{ns},\qquad
G=\frac{1.0\times10^{-3}\ \mathrm s}{1.667\times10^{-7}\ \mathrm s}=6000 .
\]

In atomic units the transit time is \(6.89\times10^9\).

The excess density is \(g\tau=1.0\times10^{12}\ \mathrm{cm^{-3}}\), one per cent of \(n_0\). The volume is \(0.1\times0.0020\times0.0100=2.0\times10^{-6}\ \mathrm{cm^3}\), so \(2.0\times10^9\) photons are absorbed per second. One electron per photon would give 0.320 nA. Multiplied by 6000, this becomes a photocurrent of 1.92 µA, on top of a dark current of 192 µA.

The photon energy is 2.384 eV and the absorbed power 0.764 nW. The responsivity for absorbed light is \(1.92\ \text{µA}/0.764\ \mathrm{nW}\approx2500\) A/W. The bandwidth is 159 Hz, and \(GB=6000\times159.2\ \mathrm{Hz}\approx955\) kHz.

The relaxation time is 0.166 ns, so \(m\approx1000\), and the Debye length is 0.36 µm. Both conditions for neutrality are well met.

### (h) Contact layers and a lifetime that depends on density

*How much do real contact layers change this gain? What changes if a hole recombines at a rate proportional to the electron density around it?*

**Solution.** The drift, diffusion and Poisson equations were solved together for this crystal, with the electron density at both contacts held at 100 times \(n_0\). Neither neutrality nor a uniform field was assumed. With constant \(\tau\), the difference between light and dark currents gave a gain of 6030, which is 0.5% above the formula. The size of this shift depends on the assumed contact density: the gain is about 6015 for 10 times \(n_0\) and 6035 for \(10^4\) times \(n_0\).

The electron-rich layers conduct well and shorten the resistive part of the bar. To see this, divide the steady current density \(J=n\mu E-D\,dn/dx\) by \(n\mu\) and integrate over the length. The diffusion term gives \((D/\mu)\ln n\), which is the same at both contacts and drops out, so \(J\int_0^L dx/(n\mu)=V\). With \(\delta=\int_0^L(1-N/n)\,dx\), this is \(J=N\mu V/(L-\delta)\). The layers, where \(n>N\), make \(\delta\) positive. If \(\delta\) scales with the Debye length, as \(N^{-1/2}\), the gain rises by the fraction \(\delta/(2L)\). A value of \(\delta\) near 1 µm would account for the result. This last step is only an estimate, since \(\delta\) and its scaling were not computed separately.

For the second question, let the lifetime be \(\tau n_0/n\), which equals \(\tau\) in the limit of weak light. In a uniform bar \(n=n_0+p\), and the steady balance is \(g=p(n_0+p)/(\tau n_0)\). With \(y=p/n_0\) and \(q=g\tau/n_0\),

\[
y(1+y)=q .
\]

The gain is reduced by the factor \(y/q=1/(1+y)\). For \(q=0.01\) this is 0.990. The full solution with this recombination law gave 5954, or 0.992 of the simple formula. For this contact density, the lifetime effect and the contact effect have opposite signs. The lifetime effect is the larger one here, so the gain ends up below the simple formula. The two corrections found separately cannot simply be multiplied. Holes in the electron-rich layers now recombine faster and add less to the current, so the contact effect is smaller than the 0.5% found for constant \(\tau\).

At stronger light the loss is large. When the excess density equals the dark density, \(y=1\) and the gain is half its weak-light value. The relation \(G=\tau/t_{\rm tr}\) survives if \(\tau\) is read as \(p/g\) at the operating point, but \(\tau\) is then no longer a constant of the material.

### (i) The model beside a real crystal

*Which neglected effects matter for these numbers?*

**Solution.** Cadmium sulfide is a known photoconductor in which holes are trapped and electrons carry the current. The chosen dark density is high for a sensitive light detector: 2.0 V and 192 µA mean a resistance of about 10 kΩ. Detectors with a much lower dark density easily reach light levels at which \(p\) exceeds \(n_0\). If the lifetime falls with the electron density as in part (h), the gain is then below half its weak-light value.

Electron traps are a second departure. Suppose that \(h_t\) electrons sit in shallow traps for each free one, in rapid exchange. Neutrality then gives \(p=(1+h_t)\Delta n\). For a given hole lifetime the gain is lower by the factor \(1+h_t\), while the response time remains \(\tau\).

The surfaces matter too. A surface that repels electrons with an energy \(\phi\) empties a layer of depth \(\sqrt{2\varepsilon\phi/n_0}\), obtained by integrating Poisson's equation twice for the bare donors. For 0.1 eV this is 1.0 µm, so two such faces take up roughly 10% of the thickness; since 0.1 eV is only about \(4k_BT\), the thermal tail of the electrons reduces the equivalent depth to 0.86 µm, or 9%. If light absorbed there contributed nothing, the gain would fall by about that amount. If instead the holes trapped there act as fixed charge with the same \(\tau\) and the bending stays fixed, the missing electrons grow only as \(\sqrt N\), and the loss is half as large, about 4%. The real change depends on the surface states and on the lifetime in the layer.

The drift speed is 0.33 of the shear sound speed, roughly \(1.8\times10^5\) cm/s. Cadmium sulfide is piezoelectric, and electrons that outrun sound can amplify acoustic waves, after which the current no longer follows \(\mu E\). For this length and mobility the drift speed reaches the sound speed near 6 V. This is only the threshold at which amplification begins. Over a path as short as 100 µm the waves grow little, so the current may follow \(\mu E\) to a higher voltage, which was not computed. Above 6 V the rule that gain grows with voltage is no longer assured.

The remaining effects are small for the values assumed:

- With a mobility of 15 cm²/Vs and a capture time of 1 ns, a hole drifts 30 nm before it is trapped. Diffusion carries it further, about \(\sqrt{0.39\ \mathrm{cm^2/s}\times1\ \mathrm{ns}}\approx0.2\) µm, which is still only 1% of the thickness. From a trap 1.0 eV deep, with an attempt rate of \(10^{12}\ \mathrm{s^{-1}}\), thermal release takes about \(6\times10^4\) s at 300 K and 250 s at 350 K. Both are far longer than \(\tau\).
- With an absorption coefficient of 300 cm⁻¹, the light at the back face is 0.55 of that at the front. Layers at different depths conduct in parallel under the same field, so at constant \(\tau\) the total photocurrent depends on the total absorption, and the gain is unchanged.
- On 0.5 mm of sapphire with a conductivity of 0.3 W/(cm K), the dark current warms the crystal by about 0.06 K, if the heat flows straight down.
- The field is about \(2\times10^{-4}\) of a rough breakdown field of 1 MV/cm. The electron density is about \(4.5\times10^{-5}\) of the effective density of states in the conduction band (for an effective mass of 0.2 electron masses), so the electrons are far from degenerate.

The numerical output lists most of the values used here.

## Values computed for the example and the checks

```
lifetime/transit 0.4: reinjected 0.400, single pass 0.253
lifetime/transit 3.0: reinjected 2.997, single pass 0.449
lifetime/transit 30.0: reinjected 30.053, single pass 0.495
transit/relaxation 0.01: gain factor 0.75116
transit/relaxation 1.00: gain factor 0.84214
transit/relaxation 50.00: gain factor 0.99979
omega*lifetime 1: relative response 0.7071
omega*lifetime 3: relative response 0.3162
length 100 um, width 1 mm
thickness 20 um, temperature 300 K
voltage 2.0 V, field 200 V/cm
mobility 300 cm2/Vs, lifetime 1.0 ms
relative permittivity 9.0
dark density 1.0e+14 cm^-3
generation 1.0e+15 cm^-3 s^-1
excess density 1.0e+12 cm^-3
drift speed 6.00e+04 cm/s
transit time 166.7 ns
transit time 6.890e+09 atomic units
gain lifetime/transit 6000
absorbed photon rate 2.00e+09 1/s
current at gain one 0.320 nA
photocurrent 1.923 uA
dark current 192.3 uA
wavelength 520 nm, photon energy 2.384 eV
absorbed power 0.764 nW
responsivity (absorbed light) 2516 A/W
bandwidth 159.2 Hz
gain times bandwidth 954.9 kHz
dielectric relaxation time 0.166 ns
transit/relaxation in example 1005
Debye length 0.359 um
contact density/dark density 100
gain from full device solution 6029.7
its departure from formula 0.50 %
gain with density-dependent lifetime 5954.0
uniform estimate of lifetime factor 0.9902
hole mobility 15 cm2/Vs, capture 1 ns
hole drift before capture 30 nm
trap depth 1.0 eV, attempt rate 1e+12 1/s
hole release time 6.3e+04 s at 300 K, 2.5e+02 s at 350 K
surface depletion 1.00 um at 0.1 eV bending
two depleted faces/thickness 0.100
absorption 300 1/cm, back/front light 0.55
sapphire 0.5 mm, 0.3 W/(cm K)
self-heating 0.064 K
shear sound speed 1.8e+05 cm/s
drift speed/sound speed 0.33
field/breakdown field 2.0e-04
dark density/band density 4.5e-05
```
